\section*{Absorbing-chain exit times for an ion trapped near a filament}

\section{Definitions and conventions}

An ion sits on one of a set of sites and hops from $i$ to $j$ with a fixed rate $k_{ij}$, whatever its earlier path. Ordinary kinetic Monte Carlo draws each waiting time from an exponential law with total rate $K_i=\sum_j k_{ij}$ and then chooses $j$ with probability $k_{ij}/K_i$. If a few sites are joined by low barriers and surrounded by high ones, nearly all the work goes into hops that lead nowhere.

Call such a group of $n$ sites a basin. Inside it define
\begin{equation}
M_{ii}=K_i,\qquad M_{ij}=-k_{ij}\quad(i\neq j),
\end{equation}
where $K_i$ includes hops out of the basin. For $j$ outside, let $R_{ij}=k_{ij}$. The row sums of $M$ are the escape rates,
\begin{equation}
(M\mathbf 1)_i=\sum_{j\ \rm outside}k_{ij}=r_i=(R\mathbf 1)_i. \label{rows}
\end{equation}
An exit must be reachable from every basin site. Then $M$ is invertible: if $Mx=0$, a site with the largest $|x_i|$ obeys $K_ix_i=\sum_jk_{ij}x_j$, which forces equal values on all its neighbours and forbids an exit. Following the neighbours to an exit gives a contradiction unless $x=0$.

Energies are in eV, lengths in nm and fields in MV/cm.

\section{Two sites by hand}

Let sites 1 and 2 exchange the ion at rate $a$ in each direction. Site 1 also exits to the left at rate $s$, and site 2 to the right at rate $s$. Let $x_i$ be the probability of a left exit from $i$. Sorting by the first hop,
\begin{equation}
(a+s)x_1=s+a x_2,\qquad (a+s)x_2=a x_1 .
\end{equation}
Inserting the second equation in the first gives $x_1[(a+s)^2-a^2]=s(a+s)$. The bracket is $s(2a+s)$, so
\begin{equation}
x_1=\frac{a+s}{2a+s}.
\end{equation}
For $a=s$ this is $2/3$; for $a\gg s$ it tends to $1/2$, because the ion forgets where it entered. The expected number of hops obeys $N_1=1+aN_2/(a+s)$, and $N_1=N_2$ by symmetry, so $N_1=(a+s)/s$. With $a=1000s$ a single exit costs 1001 hops.

Both sites leak at rate $s$, so the survival probability is $e^{-st}$. The difference of the two occupations decays at rate $2a+s$. Starting at 1,
\begin{equation}
p_{1,2}(t)=\tfrac12 e^{-st}\left(1\pm e^{-2at}\right).
\end{equation}
The left exit has time density $s\,p_1(t)$. Its mean time, given a left exit, is
\begin{equation}
\frac{1}{x_1}\int_0^\infty t\,s\,p_1\,dt
=\frac{1}{x_1}\left[\frac1{2s}+\frac{s}{2(2a+s)^2}\right].
\end{equation}
For $a=s$ this is $\frac32\left(\frac12+\frac1{18}\right)/s=5/(6s)$. For the right exit it is $3\left(\frac12-\frac1{18}\right)/s=4/(3s)$. The exit time is exponential, yet it is correlated with the exit site: early exits favour the near side. Drawing the two independently is therefore wrong in a shallow basin, even with the correct time distribution.

\section{The general exit law}

The first-hop argument applies to any basin. For the exit probabilities $B_{ij}$, mean times $\tau_i$ and mean hop numbers $N_i$,
\begin{align}
K_iB_{ij}&=k_{ij}+\sum_l k_{il}B_{lj},\nonumber\\
K_i\tau_i&=1+\sum_l k_{il}\tau_l,\nonumber\\
K_iN_i&=K_i+\sum_l k_{il}N_l,
\end{align}
with $l$ in the basin. Moving the sums to the left gives
\begin{equation}
B=M^{-1}R,\qquad \tau=M^{-1}\mathbf 1,\qquad N=M^{-1}K. \label{main}
\end{equation}

For the time law, let the row vector $p(t)$ hold the occupations. Gain minus loss gives $\dot p=-pM$, so an ion entering at $i$ has $p_l(t)=[e^{-Mt}]_{il}$. It leaves to $j$ during $dt$ with probability
\begin{equation}
f_{ij}(t)\,dt=[e^{-Mt}R]_{ij}\,dt. \label{joint}
\end{equation}
Integration returns $B$. Since $\int_0^\infty t\,e^{-Mt}dt=M^{-2}$, the mean time given exit $j$ is $(M^{-1}B)_{ij}/B_{ij}$. Likewise $\int_0^\infty t^2e^{-Mt}dt=2M^{-3}$, and $R\mathbf 1=M\mathbf 1$ by (\ref{rows}), so the second moment of the exit time is $2M^{-1}\tau$.

After an exit to $j$ the future depends on $j$ alone. Drawing $(t,j)$ from (\ref{joint}) at each visit thus gives the same law as ordinary kinetic Monte Carlo, viewed at basin exits. If each time is replaced by its mean $\tau_i$, the sequence of exit sites is untouched. The mean total time is also kept, since it is the average of the sum of $\tau_i$ over that sequence. The spread is not kept: a single visit would have none.

To draw from (\ref{joint}), use detailed balance. With site energy $E_i$, saddle energy $E^{\rm s}_{ij}$ and attempt frequency $\nu$,
\begin{equation}
k_{ij}=\nu e^{-(E^{\rm s}_{ij}-E_i)/k_BT},\qquad
w_i=e^{-E_i/k_BT},
\end{equation}
so that $w_ik_{ij}=w_jk_{ji}$. Let $\pi_i$ be $w_i$ normalized within the basin. Then $H_{ij}=\sqrt{\pi_i}M_{ij}/\sqrt{\pi_j}$ is symmetric. With orthonormal eigenvectors $\psi_k$ and eigenvalues $0<\lambda_1\le\lambda_2\le\dots$,
\begin{equation}
[e^{-Mt}]_{ij}=\sum_k\frac{\psi_k(i)}{\sqrt{\pi_i}}e^{-\lambda_kt}\psi_k(j)\sqrt{\pi_j}. \label{spectral}
\end{equation}
The eigenvalues are positive because the ion eventually leaves. A visit then takes three operations:
\begin{enumerate}
\item Draw $u$ uniformly in $(0,1)$ and solve $S_i(t)=u$ by bisection, where $S_i=\sum_j[e^{-Mt}]_{ij}$ is the survival probability.
\item Choose the exit $j$ with weight $[e^{-Mt}R]_{ij}$ at that $t$.
\item Advance the clock by $t$ and continue from $j$.
\end{enumerate}

\section{Elimination without subtraction}

In a deep basin $K_i$ is a large internal rate plus a tiny escape rate, and rounding damages the small part. The solution depends on just that part. The remedy is to remove sites one at a time while storing escape rates separately.

Consider $K_ix_i=g_i+\sum_jk_{ij}x_j$ with $g_i\ge0$. Solve for site $n$, $x_n=(g_n+\sum_jk_{nj}x_j)/K_n$, and insert it in the others. This gives
\begin{equation}
k'_{ij}=k_{ij}+\frac{k_{in}k_{nj}}{K_n},\qquad
g'_i=g_i+\frac{k_{in}g_n}{K_n}, \label{elim}
\end{equation}
where the first rule holds also for outside $j$. The term $j=i$ is a return to $i$; moved to the left, it changes $K_i$ to
\begin{align}
K'_i&=K_i-\frac{k_{in}k_{ni}}{K_n}
=\sum_{j\ne i,n}k_{ij}+k_{in}\left(1-\frac{k_{ni}}{K_n}\right)\nonumber\\
&=\sum_{j\neq i,n}\left(k_{ij}+\frac{k_{in}k_{nj}}{K_n}\right)=\sum_{j\ne i,n}k'_{ij}.
\end{align}
The third form uses $K_n-k_{ni}=\sum_{j\neq i,n}k_{nj}$. So $K'_i$ can be recomputed as a sum of positive numbers, and back substitution also only adds, multiplies and divides. In the two-site case, removing site 2 leaves site 1 with exit rates $s$ and $as/(a+s)$, whose ratio reproduces $x_1$.

For the six-site basin described below, at 358.15 K, ordinary double-precision solution gives $\tau$ with a largest relative error of $1.9\times10^{-6}$, against 60-digit arithmetic on the same rates. At 300 K it is $6\times10^{-5}$. Elimination stays at about $2\times10^{-16}$ in both cases. The errors of the ordinary solution are examples, not limits: they depend on how the last digits of the rates happen to round, and can be more than ten times larger for practically the same basin. Over changes of temperature of one part in $10^9$, the typical error is near $7\times10^{-6}$ at 358.15 K and $9\times10^{-4}$ at 300 K. The same rounding affects $\lambda_1$ when $H$ is diagonalized directly, by roughly $10^{-5}$ and $10^{-3}$ at these temperatures. The spectral draw therefore suits shallow basins. At 300 K the exponential clock of the next section, with $B$ and $\tau$ from elimination, is the more accurate choice, since its error bound there is $3\times10^{-6}$.

\section{When an exponential clock is enough}

Let $\kappa=\sum_i\pi_ir_i$ be the escape rate from basin equilibrium. For an ion starting in equilibrium, (\ref{spectral}) gives
\begin{equation}
S_\pi(t)=\sum_ka_ke^{-\lambda_kt},\qquad a_k=\Big(\sum_i\sqrt{\pi_i}\,\psi_k(i)\Big)^2,
\end{equation}
with $\sum_ka_k=1$. The initial decay rate is $-\dot S_\pi(0)=\kappa=\sum_ka_k\lambda_k\ge(1-a_1)\lambda_2$. Hence
\begin{equation}
1-a_1\le\varepsilon,\qquad \varepsilon=\kappa/\lambda_2 .
\end{equation}
The mean time $\tau_\pi=\sum_ka_k/\lambda_k$ lies between $a_1/\lambda_1$ and $1/\lambda_1$. Both $S_\pi$ and $e^{-t/\tau_\pi}$ therefore lie below $e^{-\lambda_1t}$. The first is lower by at most $1-a_1\le\varepsilon$. For the second put $\rho=\lambda_1\tau_\pi\in[1-\varepsilon,1]$ and $y=t/\tau_\pi$:
\begin{equation}
e^{-\rho y}-e^{-y}\le(1-\rho)\,y\,e^{-\rho y}\le\frac{1-\rho}{e\rho}\le\frac{\varepsilon}{e(1-\varepsilon)},
\end{equation}
since $ye^{-\rho y}$ peaks at $1/(e\rho)$. This is at most $\varepsilon$ if $\varepsilon\le1-1/e$, and then $|S_\pi-e^{-t/\tau_\pi}|\le\varepsilon$.

For entry at site $i$, write $S_i=\sum_kc_ke^{-\lambda_kt}$ with $|c_k|=|\psi_k(i)|\sqrt{a_k/\pi_i}$ and $\sum_kc_k=1$. Then
\begin{equation}
|S_i-e^{-\lambda_1t}|\le\sum_{k>1}|c_k|\le\sqrt{\frac{1-a_1}{\pi_i}}\le\delta_i,\quad \delta_i=\sqrt{\frac{\varepsilon}{\pi_i}},
\end{equation}
by the Cauchy--Schwarz inequality and $\sum_k\psi_k(i)^2=1$. Similarly $|\lambda_1\tau_i-1|=|\sum_{k>1}c_k(\lambda_1/\lambda_k-1)|\le\delta_i$. Replacing $\lambda_1$ by $1/\tau_i$ costs at most $\delta_i/[e(1-\delta_i)]$, as before, so for $\delta_i<1$
\begin{equation}
|S_i-e^{-t/\tau_i}|\le\delta_i\left[1+\frac{1}{e(1-\delta_i)}\right]. \label{bound}
\end{equation}

The exit site also loses its memory. Let $q_j=\sum_i\pi_iR_{ij}/\kappa$, and split $M=L+D$ with $D={\rm diag}(r_i)$, so that $L\mathbf 1=0$. Writing column $j$ of $B$ as $q_j\mathbf 1+d$ turns $MB=R$ into
\begin{equation}
(L+D)d=R_j-q_jr .
\end{equation}
The right side is of the size of the slow rates and has zero $\pi$-average, while $L$ contains the fast rates. Hence $d$ is of first order in slow over fast. In a test at 1200 K, raising the slow saddles by 0.20 eV reduced the largest deviation by $e^{-0.20\,{\rm eV}/k_BT}$ to within 2\%.

\section{Joining basins: a resistor network}

Suppose the ion can finally return to the filament or be lost in the matrix. Its return probability $h_i$ satisfies $\sum_jk_{ij}(h_j-h_i)=0$. Multiplying by $w_i$,
\begin{equation}
\sum_jC_{ij}(h_j-h_i)=0,\qquad C_{ij}=\nu e^{-E^{\rm s}_{ij}/k_BT},
\end{equation}
with $h=1$ at the filament and $h=0$ in the matrix. These are the node equations of a resistor network. Well depths have dropped out: at fixed saddles they alter how long the ion waits, but not where it ends.

Take two deep basins A and B in series. Each has nearly uniform $h$. Let $R_f,R_m,R_o$ be the inverse summed conductances of the slow bonds from filament to A, A to B, and B to matrix. The same current $J=1/(R_f+R_m+R_o)$ crosses all three, so
\begin{equation}
h_A=1-JR_f=\frac{R_m+R_o}{R_f+R_m+R_o}. \label{series}
\end{equation}
For the mean times $T_A,T_B$, sum $\sum_jk_{ij}(\tau_j-\tau_i)=-1$ over each basin with weight $w_i$. Internal terms cancel. With $Z=\sum w_i$,
\begin{align}
\frac{T_A}{R_f}+\frac{T_A-T_B}{R_m}&=Z_A,\nonumber\\
\frac{T_B-T_A}{R_m}+\frac{T_B}{R_o}&=Z_B.
\end{align}
Adding gives $T_B=R_o(Z_A+Z_B-T_A/R_f)$. Inserting this in the first line and multiplying by $R_fR_m$,
\begin{equation}
T_A=\frac{R_f[(R_m+R_o)Z_A+R_oZ_B]}{R_f+R_m+R_o}. \label{time}
\end{equation}

\section{A vacancy beside a filament tip}

A doubly charged oxygen vacancy has just left a filament. Six columns of two sites, 0.30 nm apart, separate the filament at $x=0$ from the matrix at 2.1 nm; columns 1--3 form basin A and 4--6 basin B. Each site is joined to its two neighbours along the row and to the other site of its column, and every saddle lies midway along its hop. Fast saddles lie at 0.60 eV. The slow saddles, for the two rows, are 1.36 and 1.39 eV (filament), 1.38 and 1.35 eV (middle), 1.42 and 1.40 eV (matrix). Well energies, column by column with row 1 before row 2, are $0,4,-5,2,3,-2$ in basin A and $1,-3,5,0,-4,2$ in basin B, in units of 0.01 eV. The attempt frequency is $10^{13}\,{\rm s}^{-1}$. A field of 0.10 MV/cm away from the filament adds $-0.02\,x$ eV, with $x$ in nm, to wells and saddles alike. The ion starts in column 1, row 1, at 358.15 K.

The resistances $R_f,R_m,R_o$ are 0.4109, 0.1658 and 0.4233 of their sum. Equation (\ref{series}) gives
\begin{equation}
h_A=0.1658+0.4233=0.5891,
\end{equation}
in agreement with the full 12-site solution. The mean time to either outcome is $1.65\times10^7$ s, or 191 days. Ordinary simulation would need on average $9.1\times10^{11}$ hops per ion; the accelerated one needs 3.5 basin visits. Here $\varepsilon=1.1\times10^{-11}$, and (\ref{bound}) limits the error of the exponential clock in basin A to $3\times10^{-5}$ in survival probability. A run of 100\,000 accelerated ions gave a return probability of 0.587 and a mean of $1.65\times10^7$ s.

With all else fixed, the field acts as follows:
\begin{center}
\begin{tabular}{ccc}
Field (MV/cm) & Return probability & Mean time (days)\\
0.00 & 0.801 & 151\\
0.05 & 0.705 & 173\\
0.10 & 0.589 & 191\\
0.20 & 0.353 & 204\\
0.50 & 0.047 & 142
\end{tabular}
\end{center}
Return and loss are equally likely at 0.136 MV/cm. The time first rises and then falls, and (\ref{time}) shows why. If $R_f\ll R_m+R_o$, $T_A\approx R_f[Z_A+Z_BR_o/(R_m+R_o)]$. The field deepens the wells more than it lowers the filament saddles, which lie nearer the filament, so $R_fZ_A$ and $R_fZ_B$ grow. The factor $R_o/(R_m+R_o)$ falls, but no faster than $R_o/R_m$, whose exponent is set by the 0.90 nm between the middle and matrix saddles. The exponent of $R_fZ_B$ is set by at least the 1.05 nm from the filament saddles to the wells of B, so both terms grow. If $R_f$ is much the largest, $T_A\approx(R_m+R_o)Z_A+R_oZ_B$. Now each saddle lies further along the field than the wells it closes, and every term shrinks. The share of $R_f$, which is $1-h_A$, rises from 0.20 to 0.95 across the table.

\section{Comparison with hop-by-hop simulation}

Brute force is affordable at 1200 K. A shallow variant, with slow saddles lowered by 0.65 eV, makes memory visible. Exits from basin A, with 100\,000 ordinary walkers, compare with (\ref{main}) as follows:
\begin{center}
\begin{tabular}{lcc}
Shallow basin & Formula & Simulation\\
To filament & 0.5745 & 0.5752\\
To B, row 1 & 0.1899 & 0.1895\\
To B, row 2 & 0.2356 & 0.2354\\
Mean time (ps) & 160.8 & 161.0\\
Mean hops & 12.14 & 12.17
\end{tabular}
\end{center}
The predicted mean time given a filament exit is 128.5 ps, against about 200 ps for the exits into B; the simulation gives 128.6, 197 and 211 ps. This is the correlation of the two-site example.

With the original saddles, 3000 walkers averaged 5742 hops per exit, against 5886 predicted. Their filament fraction was 0.461, against 0.433. The standard error is $\sqrt{0.433\times0.567/3000}=0.009$, so this is a deviation of 3.1 standard errors. It lies within the limit of 4.5 set for these comparisons, but it is the weakest agreement among the exit fractions and by itself confirms the trapped case only to a few hundredths. The mean times, 82.9 and 85.0 ns, agree within 1.4 standard errors. In this basin the largest clock error over all entry sites was $1.8\times10^{-4}$, below the largest bound of $8.2\times10^{-2}$; the bound is safe but far from sharp.

Complete shallow paths, from the start to filament or matrix, test the clock. The 12-site solution has mean 378.8 ps and standard deviation 452 ps. Ordinary simulation gives 379.8 and 453 ps, and joint draws from (\ref{joint}) give 378.2 and 452 ps. The mean-time clock keeps the mean, 379.9 ps, but its standard deviation is 368 ps. The exponential clock gives 449 ps in simulation and 447 ps exactly, so the standard deviation barely reveals its error here. The distribution of total times does: after 50 ps, 75\% of the ions are still on their way, against 84\% with the exponential clock, which misses many early returns to the nearby filament. Changing the wells at fixed saddles left the return probability at 0.7390 while the mean time grew by a factor 1.47.

\section{The model beside a real cell}

The parameters are round values chosen for illustration; they are not fitted to any memory cell. The field corresponds to reading a 20 nm film at 0.2 V, if the voltage drops evenly. If it dropped over the 2.1 nm path alone, the field would be near 0.95 MV/cm, beyond the table, where the return probability is already 0.05 at 0.50 MV/cm. The model also holds the field on for months, whereas cells are read in short pulses; for a vanishing fraction of time under field, the zero-field value 0.80 applies. The 191 days describe one ion, not the retention of a device.

Other omissions matter as much. A local-field factor $(\epsilon+2)/3=4.67$, with a rough permittivity of 12, would lower the return probability to 0.06. Whether that factor applies to a hopping ion is not settled here. A second doubly charged vacancy fixed at $x=4.0$ nm raises it to 0.97. The quoted 0.589 is thus a precise solution of the model and a poor prediction for a cell. Heating by 20 K leaves it at 0.592 but cuts the mean time to 0.088 of its value, and slow saddles lower by 0.05 eV cut the time to 0.20. The leading tunnelling correction, $(h\nu/k_BT)^2/24$ with the barrier frequency set equal to $\nu$, adds 7.5\% to each rate and cancels from the return probability if common to all hops. The field is about 3\% of a rough breakdown field of 3 MV/cm.

Memoryless hopping is plausible in use, where the shortest mean residence is $1.8\times10^7$ vibration periods; at 1200 K it is 68. The acceleration itself fails if rates change during a visit, for instance when another ion moves nearby. The visit must then be cut at that moment: given survival to time $t$, the ion's site is drawn with weights $[e^{-Mt}]_{ij}$, and a new matrix $M$ is formed. The numerical output below lists the remaining values.

\section*{Calculated quantities}
\begin{verbatim}
spacing 0.30 nm, charge 2 e, attempt 1.0e+13 1/s
use: 358.15 K, 0.10 MV/cm; brute force: 1200 K
fast saddle 0.60 eV, slow 1.35 to 1.42 eV
shallow variant: slow saddles shifted by -0.65 eV
shallow basin, 100000 ordinary walkers, formula | simulation:
  to filament: 0.5745 | 0.5752, time 128.5 | 128.6 ps
  to basin 2 row 1: 0.1899 | 0.1895, time 199.5 | 197.3 ps
  to basin 2 row 2: 0.2356 | 0.2354, time 208.3 | 211 ps
  mean time 160.8 | 161 ps, hops 12.14 | 12.17
trapped basin, 3000 ordinary walkers, formula | simulation:
  to filament: 0.4331 | 0.4610, time 8.488e+04 | 8.13e+04 ps
  to basin 2 row 1: 0.2427 | 0.2310, time 8.5e+04 | 8.502e+04 ps
  to basin 2 row 2: 0.3243 | 0.3080, time 8.501e+04 | 8.366e+04 ps
  mean time 8.495e+04 | 8.289e+04 ps, hops 5886 | 5742
complete shallow paths: return probability, mean, spread (ps)
  12-site solution: 0.7390, 378.8, 452.4
  ordinary kMC: 0.7352, 379.8, 453.2
  joint clock: 0.7411, 378.2, 452
  exponential clock: 0.7384, 380.7, 449.4
  mean clock: 0.7366, 379.9, 368
relative time error at 300.00 K: direct 6.0e-05, elimination 2.0e-16
relative time error at 358.15 K: direct 1.9e-06, elimination 1.5e-16
trapped, 1200 K: equilibrium start gap 1.70e-08, bound 3.68e-04
  worst site gap 1.84e-04, worst bound 8.24e-02
exit deviation from equilibrium: 3.49e-04 at 1200 K, 1.23e-11 in use
in use: kappa/lambda2 1.09e-11, clock bound 2.92e-05
in use: return probability 0.5891, accelerated 0.5873
  mean time 1.653e+07 s = 191 days, accelerated 1.65e+07 s
  ordinary hops 9.14e+11, basin visits 3.508
  series formula 0.5891; resistance shares 0.4109, 0.1658, 0.4233
changed wells, shallow: return 0.7390 -> 0.7390, time factor 1.469
field (MV/cm): return probability, mean time (days)
  0.00: 0.8012, 150.6
  0.05: 0.7047, 173.2
  0.10: 0.5891, 191.3
  0.20: 0.3532, 204.3
  0.50: 0.0466, 142.2
equal return and loss at 0.1364 MV/cm
neglected effect: return probability, factor on mean time
  local field factor 4.67: 0.0583, 0.782
  second vacancy at 4.0 nm: 0.9738, 0.543
  heating by 20 K: 0.5917, 0.0883
  slow saddles 0.05 eV lower: 0.5891, 0.198
leading tunnelling correction to each rate: 7.5 %
field / rough breakdown field (3 MV/cm): 0.033
shortest residence in vibration periods: 1.82e+07 in use, 68 at 1200 K
\end{verbatim}
